# Stirling's leading form and the melting temperature of a 64-atom liquid

**Question**

I am computing a melting temperature from free energies. The liquid is a periodic cell of 64 identical atoms. Its free energy comes from thermodynamic integration that starts from an ideal gas, and for the ideal gas I wrote $\ln N!\approx N\ln N-N$. I have been told that this shifts my liquid reference by $0.047\,kT$ per atom, and asked to show it and to convert it into an error of the melting temperature.

I am stuck in three places. The approximation looks good for $N=64$, so where does $0.047$ come from? Does the shift not cancel, either in the thermodynamic integration or against the same $N!$ in the solid? And if it survives, how do I turn an energy into kelvin?

**Answer**

The shift survives both cancellations you hope for, and it makes the liquid too stable. I treat the nuclei as classical, keep the pressure fixed, and take your solid free energy as correct. "Error" means the departure from the same 64-atom calculation done with the true $\ln N!$. The infinite liquid is a separate matter, taken up near the end.

**Where the factorial enters**

For $N$ identical atoms without interaction in a volume $V$, the partition function is

$$Z_{\rm ref}=\frac{V^N}{N!\,\Lambda^{3N}},$$

where $\Lambda$ is the thermal wavelength. With $F=-kT\ln Z$,

$$F_{\rm ref}=kT\left[\ln N!-N\ln\frac{V}{\Lambda^3}\right].$$

Only the first term is approximated. Define what the leading form leaves out as

$$e(N)=\ln N!-(N\ln N-N).$$

Your reference is then $F_{\rm ref}-e(N)\,kT$. For $N=64$, summing the logarithms of the integers from 1 to 64 gives $\ln 64!=205.1682$, while $64\ln 64-64=202.1685$. Hence

$$e(64)=2.9997,\qquad c\equiv\frac{e(64)}{64}=0.0469 .$$

This is the $0.047\,kT$ per atom. The approximation is indeed good in the relative sense: it misses about 1.5 percent of $\ln N!$. But melting depends on a small difference between two free energies, so the absolute error is what matters.

**Why the missing part is about 3**

The size of $e(N)$ can be found for any $N$. Remove half a logarithm from it:

$$d(N)=e(N)-\tfrac12\ln N=\ln N!-\left(N+\tfrac12\right)\ln N+N .$$

In the difference of neighbouring values, $\ln N!-\ln(N+1)!=-\ln(N+1)$, so

$$\begin{aligned}
d(N)-d(N+1)&=-\ln(N+1)-\left(N+\tfrac12\right)\ln N\\
&\quad+\left(N+\tfrac32\right)\ln(N+1)-1\\
&=\left(N+\tfrac12\right)\ln\left(1+\frac1N\right)-1 .
\end{aligned}$$

Now put $t=1/(2N+1)$. Then $N+\frac12=1/(2t)$ and $1+1/N=(1+t)/(1-t)$. The series $\ln\frac{1+t}{1-t}=2(t+t^3/3+t^5/5+\dots)$ gives

$$d(N)-d(N+1)=\frac{t^2}{3}+\frac{t^4}{5}+\frac{t^6}{7}+\dots$$

This is positive. Replacing every denominator by 3 makes it larger and leaves a geometric series:

$$\begin{aligned}
d(N)-d(N+1)&<\frac13\,\frac{t^2}{1-t^2}=\frac{1}{3[(2N+1)^2-1]}\\
&=\frac{1}{12N(N+1)}=\frac1{12}\left(\frac1N-\frac1{N+1}\right).
\end{aligned}$$

Add these inequalities for $N,N+1,N+2,\dots$. The right-hand sides telescope to $1/(12N)$, so $d(N)$ falls to a finite limit $d_\infty$, and

$$0<d(N)-d_\infty<\frac1{12N}.$$

The limit follows from $N!=\int_0^\infty x^Ne^{-x}\,dx$. The integrand peaks at $x=N$ with a width of order $\sqrt N$, so substitute $x=N+\sqrt N\,y$:

$$N!=N^Ne^{-N}\sqrt N\int_{-\sqrt N}^{\infty}e^{\phi_N(y)}\,dy,$$

$$\phi_N(y)=N\ln\left(1+\frac{y}{\sqrt N}\right)-\sqrt N\,y .$$

The integral is $e^{d(N)}$, by the definition of $d(N)$. For fixed $y$, expanding the logarithm gives $\phi_N(y)\to-y^2/2$. The limit may be taken under the integral because the integrand stays below a fixed integrable function. To see this, use $\phi_N(0)=0$ and $\phi_N'(y)=-y/(1+y/\sqrt N)$. For $y<0$ the slope is at least $|y|$, so $\phi_N\le-y^2/2$. For $y>0$ the slope is at most $-y/(1+y)$, so $\phi_N\le\ln(1+y)-y$. Therefore

$$e^{d_\infty}=\int_{-\infty}^{\infty}e^{-y^2/2}\,dy=\sqrt{2\pi},$$

and, restoring the half logarithm,

$$\tfrac12\ln(2\pi N)<e(N)<\tfrac12\ln(2\pi N)+\frac1{12N}.$$

For $N=64$ the lower bound is $2.9984$ and the bounds are $0.0013$ apart. The error of the whole cell grows with $N$, but only logarithmically. Per atom it falls roughly as $\ln(2\pi N)/(2N)$.

**Why thermodynamic integration does not remove it**

Switch on the interaction as $\lambda U$, with $\lambda$ running from 0 to 1, and let $Q(\lambda)=\int e^{-\lambda U/kT}\,d^{3N}r$. Then

$$F(\lambda)=-kT\ln\frac{Q(\lambda)}{N!\,\Lambda^{3N}},\qquad \frac{dF}{d\lambda}=\langle U\rangle_\lambda .$$

The factorial does not depend on $\lambda$, so it drops out of the derivative. Since $Q(0)=V^N$,

$$\int_0^1\langle U\rangle_\lambda\,d\lambda=-kT\ln\frac{Q(1)}{V^N}.$$

For a steep repulsive core the integrand diverges at the ideal-gas end, as $\lambda^{-3/4}$ for an $r^{-12}$ repulsion in three dimensions. The integral stays finite, but it needs a change of variable or a different path, and the factorial drops out along any such path in the same way. The cancellation you had in mind does occur, but inside the integral. The integral therefore knows nothing of $N!$ and cannot repair a wrong one in the reference. The whole error passes to the liquid.

A case small enough to integrate directly shows this. Put two identical atoms on a ring of length 1, with $\Lambda=1$ and

$$\begin{aligned}
\frac{U}{kT}=&-6\cos4\pi x_1-6\cos4\pi x_2\\
&+12\cos^2\pi(x_1-x_2).
\end{aligned}$$

Summing the Boltzmann factor on a uniform grid and dividing by $2!$ gives $F=-6.8148\,kT$. Gauss–Legendre quadrature over $\lambda$ gives $-7.5079\,kT$ for the integration part. Adding the true reference, $\ln2!=0.6931$, returns $-6.8148\,kT$. Adding the leading form, $2\ln2-2=-0.6137$, gives $-8.1216\,kT$. The result is too low by $1.3069\,kT$, which is $e(2)$.

**Why the solid does not share it**

In a crystal each atom stays near one site. The configuration integral runs over all positions of all atoms, so it contains every assignment of $N$ atoms to $N$ sites. There are $N!$ assignments, and they contribute equally because the atoms are identical. In a periodic cell without an external field the lattice can also drift as a whole. One assignment then includes the rigid shifts of the lattice within one primitive cell, and the count stays $N!$. Hence

$$\frac1{N!}\int e^{-U/kT}\,d^{3N}r=\int_{\text{one assignment}}e^{-U/kT}\,d^{3N}r .$$

For an Einstein crystal, in which every atom is bound to its own site with frequency $\omega$, the classical result is $F=3N\,kT\ln(\hbar\omega/kT)$. There is no factorial left to approximate, and so no error to set against that of the liquid.

The two-atom ring also serves here. Its potential has two wells, and the repulsion keeps the atoms in different ones. The full integral divided by $2!$ is $1.00001$ times the integral over one assignment. The small excess is the weight of configurations with both atoms in the same well. The argument thus needs sites that are singly occupied, as they are in a good crystal.

**From the Helmholtz to the Gibbs energy**

Melting at fixed pressure is decided by $G=F+pV$. The false term $-e(N)\,kT$ does not depend on volume, so $p=-(\partial F/\partial V)_T$ is unchanged, and so is the volume at a given pressure. The Gibbs energy per atom of the liquid therefore shifts by the same amount, $-c\,kT$.

**From the Gibbs energy to kelvin**

Let $g_l$ and $g_s$ be the correct Gibbs energies per atom, equal at the correct melting temperature $T_m$. Let $s$ be the entropy of fusion per atom in units of $k$. At fixed pressure,

$$\frac{d(g_l-g_s)}{dT}=-s\,k .$$

If $s$ is constant near melting, integrating from $T_m$ gives

$$g_l-g_s=s\,k\,(T_m-T).$$

This is positive below $T_m$, where the solid is stable, as it should be. Your calculation finds the temperature $T'$ at which the shifted difference vanishes:

$$s\,k\,(T_m-T')-c\,k\,T'=0 .$$

Collecting the terms in $T'$ gives $s\,T_m=(s+c)\,T'$, so

$$T'=T_m\,\frac{s}{s+c},\qquad T'-T_m=-T_m\,\frac{c}{s+c}.$$

The melting temperature comes out too low, because the liquid was made too stable. There is a simple way to read the formula. A false term $-c\,kT$ in the Gibbs energy is a false entropy $+c\,k$ per atom and no false enthalpy. The heat of fusion stays at $s\,kT_m$, the apparent entropy of fusion becomes $(s+c)\,k$, and their ratio is $T'$.

For $c\ll s$ the error reduces to $-T_m\,c/s$. A substance with the same $T_m$ and half the entropy of fusion then suffers about twice the error. If $s$ is not large compared with $c$, the predicted $T'$ lies far from $T_m$, and a constant $s$ can no longer be trusted over that range.

**Numbers**

Take round model values, not meant for any particular material: $T_m=1000$ K and $s=1.2$. Then

$$T'=1000\ \text{K}\times\frac{1.2}{1.2+0.0469}=962.4\ \text{K}.$$

The error is $-37.6$ K, or $-3.8$ percent of $T_m$. The first-order estimate is $-1000\times0.0469/1.2=-39.1$ K, which is close enough for most purposes.

In energy units, $kT_m=3.167$ millihartree. The shift is $0.04687\times3.167=0.148$ millihartree per atom, or 4.0 meV. The heat of fusion is $1.2\times3.167=3.80$ millihartree per atom. An energy error of 4 meV per atom may look harmless, but it is about 4 percent of the heat of fusion, and this ratio sets the relative error of the melting temperature.

The entropy of fusion is not quite constant in reality. Suppose the liquid's heat capacity exceeds the solid's by $0.3\,k$ per atom. The entropy of fusion is then $s+0.3\ln(T/T_m)$. Integrating it numerically to get $g_l-g_s$ and searching for the root of the shifted difference gives an error of $-37.8$ K instead of $-37.6$ K. The entropy of fusion is slightly smaller below $T_m$, so the liquid must be cooled a little further to make up for the same shift. Here the correction is negligible.

With the same $T_m$ and $s$, the cell size matters as follows:

| $N$ | $c$ | $T'-T_m$ (K) |
|---:|---:|---:|
| 16 | 0.144 | −107 |
| 32 | 0.083 | −65 |
| 64 | 0.047 | −38 |
| 128 | 0.026 | −21 |
| 256 | 0.014 | −12 |
| 512 | 0.008 | −6.5 |

Doubling the cell does not quite halve the error. The main reason is the logarithm in $e(N)$, which keeps $c$ from halving. The denominator $s+c$, which shrinks as $c$ falls, adds a little more for the smaller cells.

If the cell holds two species, the reference contains $N_A!\,N_B!$, and each factorial brings its own error. For 32 atoms of each kind the shift is $2e(32)/64=e(32)/32$, or $0.083\,kT$ per atom. A 64-atom binary liquid thus has the error of the 32-atom row, provided that it melts from an ordered crystal, in which the atoms of each species have their own sites.

**Is the true factorial closer to the infinite liquid?**

There is a fair objection to all this. Since $e(N)/N\to0$, the leading form gives the bulk free energy per atom of the ideal gas already at $N=64$, and the true factorial does not. Is the leading form then not the better choice?

For the ideal gas it is. But an interacting liquid has a finite-size term of its own, which can have the opposite sign. Hard rods of length $\sigma$ on a ring of length $L$ show this in closed form. The first rod can be placed anywhere, which gives a factor $L$. The others can follow it in $(N-1)!$ orders. For each order the $N$ gaps are non-negative and add up to the free length $\ell=L-N\sigma$. The $N-1$ independent gaps fill a volume $\ell^{N-1}/(N-1)!$. The configuration integral is therefore $L\,\ell^{N-1}$, and, with $\Lambda$ as the unit of length,

$$\frac{F}{kT}=\ln N!-\ln L-(N-1)\ln\ell .$$

At fixed density, $F/(NkT)$ tends to $\ln(N/\ell)-1$ for large $N$, since $\ln N!/N\to\ln N-1$ and $\ln(L/\ell)/N\to0$. Subtract $N$ times this bulk value:

$$\begin{aligned}
\frac{F-F_{\rm bulk}}{kT}&=\ln N!-N\ln N+N-\ln L+\ln\ell\\
&=e(N)+\ln(1-\eta),\qquad \eta=\frac{N\sigma}{L}.
\end{aligned}$$

With the leading form, $e(N)$ is missing and $\ln(1-\eta)$ remains. At a packing of $\eta=0.9$ and $N=64$, the true factorial leaves a deviation from bulk of $(2.9997-2.3026)/64=+0.011\,kT$ per rod. The leading form leaves $-2.3026/64=-0.036\,kT$.

Write $a=-\ln(1-\eta)$, which is positive. The true factorial is closer to bulk when $|e(N)-a|<a$, that is, when $a>e(N)/2$ or

$$1-\eta<e^{-e(N)/2}.$$

For 64 rods this means a free fraction below $0.22$. At this cell size, dense rods favour the true factorial and dilute rods favour the leading form. The threshold falls as the cell grows, roughly as $(2\pi N)^{-1/4}$, so at $\eta=0.9$ the leading form becomes the closer one above about 1600 rods.

This is a one-dimensional model, so its numbers must not be used to correct a real liquid. It does show that dropping $e(N)$ is not a finite-size correction in general. The crystal has finite-size errors too, and for the infinite system both phases have to be followed to larger cells. The $-37.6$ K is the error relative to the 64-atom calculation with the true factorial, not relative to the infinite system or to experiment.

**What to change**

Compute $\ln N!$ with a log-gamma function, as $\ln\Gamma(N+1)$. If the runs are already done, nothing needs to be repeated: add $e(N)\,kT$ to each liquid free energy and find the crossing again. The bulk ideal-gas formula per atom, $kT[\ln(N\Lambda^3/V)-1]$, is the leading form itself, so it needs the same correction. If your reference was instead an interacting fluid whose free energy is tabulated per atom for the bulk, its difference from the 64-atom cell is that fluid's whole finite-size term, not $e(N)\,kT$, and this correction does not apply.
